# Why Rice's formula gives no finite crossing rate for exponential edge roughness

Suppose a printed line edge has been fitted with an exponential correlation, and one wants to know how often it crosses its mean position. For a Gaussian edge, Rice's formula gives this rate as the rms slope divided by $\pi$ times the rms displacement. The fit supplies an amplitude $\sigma$ and a length $\xi$, so $\sigma/\xi$ suggests itself, and the answer is $1/(\pi\xi)$. For $\xi=20$ nm this is 15.9 crossings per µm. Yet the same model edge, sampled every 1 nm, shows 99.8 crossings per µm, and sampled every 0.25 nm it shows 200.9. No finer sampling will settle the count. As a prediction of the sampled count on this model edge at pitches well below $\xi$, the first number is too low by a factor that depends on the pitch.

## The counter-example

Let $x(y)$ be the displacement of the edge from its mean at position $y$ along the line. Assume that $x$ is a stationary Gaussian process with zero mean, continuous paths and covariance

$$R(y)=\langle x(y_0)x(y_0+y)\rangle=\sigma^2e^{-|y|/\xi}.$$

Take $\sigma=1.2$ nm and $\xi=20$ nm. A crossing of the level $u=z\sigma$ is a passage from one side to the other, and both directions are counted.

Sample the edge at pitch $\Delta$. Two neighbouring samples, divided by $\sigma$, are unit Gaussian variables $X,Y$ with correlation $\rho=e^{-\Delta/\xi}$. We need the probability that they lie on opposite sides of $z$.

Let $\varphi(x,y;r)$ be their joint density for a general correlation $r$. Its Fourier transform is $\exp[-(s^2+t^2+2rst)/2]$. Differentiating this with respect to $r$ multiplies it by $-st$, and so does applying $\partial_x\partial_y$ to the density. Therefore $\partial_r\varphi=\partial_x\partial_y\varphi$. Integrating over the quadrant $x>z$, $y>z$ gives

$$\frac{\partial}{\partial r}P(X>z,Y>z)=\varphi(z,z;r)=\frac{1}{2\pi\sqrt{1-r^2}}\exp\!\left(-\frac{z^2}{1+r}\right).$$

The exponent follows from $(2z^2-2rz^2)/[2(1-r^2)]=z^2/(1+r)$. At $r=1$ the variables coincide, so $P(X>z,Y>z)=P(Y>z)$. Hence

$$P(X<z<Y)=P(Y>z)-P(X>z,Y>z)=\int_\rho^1\varphi(z,z;r)\,dr.$$

Put $r=\cos\theta$. Then $dr=-\sin\theta\,d\theta$ cancels $\sqrt{1-r^2}=\sin\theta$. Doubling for the two directions and dividing by $\Delta$ gives the sampled crossing rate

$$\nu_\Delta(z)=\frac{1}{\pi\Delta}\int_0^{\arccos\rho}\exp\!\left(-\frac{z^2}{1+\cos\theta}\right)d\theta .\tag{1}$$

At the mean level, $z=0$, this is $\arccos(\rho)/(\pi\Delta)$. For $\Delta=1$ nm, $\rho=0.95123$ and $\arccos\rho=0.3136$, so the rate is $0.3136/\pi=0.0998$ per nm, or 99.8 per µm.

For $\Delta\ll\xi$ we have $1-\rho\approx\Delta/\xi$ and $\arccos\rho\approx\sqrt{2(1-\rho)}$. The integrand stays close to $e^{-z^2/2}$, and

$$\nu_\Delta(z)\approx\frac{1}{\pi}\sqrt{\frac{2}{\xi\Delta}}\;e^{-z^2/2}.\tag{2}$$

A pitch four times finer doubles the count. The formula gives 48.7, 99.8 and 200.9 crossings per µm at pitches of 4, 1 and 0.25 nm. A simulated edge gave 48.5, 99.5 and 200.1.

Measuring the slope does not help. The rms slope between neighbouring samples is $\sigma\sqrt{2(1-\rho)}/\Delta$, which is 0.181, 0.375 and 0.757 at the same three pitches. Put into Rice's formula, the middle value gives $0.375/(1.2\pi)=0.099$ per nm. That is nearly the sampled count again, pitch dependence included.

The value $1/(\pi\xi)$ does belong to an edge, but to a different one. For the smooth covariance $\sigma^2e^{-y^2/2\xi^2}$, $-R''(0)=\sigma^2/\xi^2$, and the slope really is $\sigma/\xi$. With that covariance the sampled rates at the three pitches are 15.86, 15.91 and 15.92 per µm, so they converge. The two edges have equal $\sigma$ and the same nominal $\xi$, though the match to $1/(\pi\xi)$ rests on the factor 2 in the exponent: the covariance $\sigma^2e^{-y^2/\xi^2}$ would give $\sqrt2/(\pi\xi)$, or 22.5 per µm. For a Gaussian process, what decides whether the count converges is the shape of the correlation near zero separation.

## The general statement

Let $x(y)$ be any stationary, zero-mean Gaussian process with continuous paths and spectrum $S(k)$, with the convention

$$R(y)=\int_{-\infty}^{\infty}\frac{dk}{2\pi}S(k)\cos ky,\qquad m_0=R(0),\qquad m_2=\int_{-\infty}^{\infty}\frac{dk}{2\pi}k^2S(k).$$

Then the mean number of crossings of $u=z\sqrt{m_0}$ per unit length is

$$\nu=\frac1\pi\sqrt{\frac{m_2}{m_0}}\;e^{-z^2/2},\tag{3}$$

and this holds also when $m_2=\infty$, in which case $\nu=\infty$. Rice's formula is therefore not false for the exponential edge. It gives the correct answer, infinity. The error lies in supplying a finite slope that the process does not have.

**Proof.** Define the number of crossings in a length $L$ as the largest number of changes of side found along any finite increasing set of points at which $x\neq u$. Adding points to such a set never removes a change of side: if the path is below at one point and above at the next, a point inserted between them leaves at least one change.

Sample at $\Delta=L/2^n$. The probability that any of these countably many samples equals $u$ is zero, so each sample has a side. As $n$ grows the sampled count can only rise. Its limit is the full number of crossings, because continuity allows every point of a finite set to be moved to a nearby sampling point without changing its side. By monotone convergence, the mean number of crossings is the limit of the mean sampled counts.

Those means are $L\,\nu_\Delta(z)$, with $\nu_\Delta$ from equation (1), whose derivation used only the neighbour correlation $\rho=R(\Delta)/R(0)$. Write $\theta_0=\arccos\rho$. Path continuity makes $\rho\to1$, so $\theta_0\to0$. The integrand in (1) lies between its values at $\theta_0$ and at 0, and both tend to $e^{-z^2/2}$. Since $2(1-\cos\theta_0)=4\sin^2(\theta_0/2)$, the ratio of $\theta_0$ to $\sqrt{2(1-\rho)}$ tends to 1. Thus

$$\nu=\frac{e^{-z^2/2}}{\pi}\lim_{\Delta\to0}\sqrt{\frac{2[R(0)-R(\Delta)]}{m_0\Delta^2}} .$$

The spectrum gives, with $1-\cos k\Delta=2\sin^2(k\Delta/2)$,

$$\frac{2[R(0)-R(\Delta)]}{\Delta^2}=\int\frac{dk}{2\pi}S(k)\,\frac{4\sin^2(k\Delta/2)}{\Delta^2}.$$

The last factor never exceeds $k^2$, so the integral is at most $m_2$. For any fixed $K$, the part with $|k|<K$ tends to the same part of $m_2$. Letting $K$ grow afterwards shows that the limit is at least $m_2$. It therefore equals $m_2$, finite or infinite, which proves (3).

## What the cusp does

For the exponential covariance, $2[R(0)-R(\Delta)]/\Delta^2\approx2\sigma^2/(\xi\Delta)$, which diverges. In the spectrum the same fact appears as a slow tail. Transforming $R$ gives

$$S(k)=2\sigma^2\int_0^\infty e^{-y/\xi}\cos ky\,dy=\frac{2\sigma^2\xi}{1+k^2\xi^2}.$$

Then $k^2S(k)$ tends to a constant at large $k$. If the spectrum is cut off at $|k|=K$, writing $k^2/(1+k^2\xi^2)=\xi^{-2}[1-1/(1+k^2\xi^2)]$ gives

$$m_2(K)=\frac{2\sigma^2}{\pi\xi^2}\left(K\xi-\arctan K\xi\right),\qquad m_0(K)=\frac{2\sigma^2}{\pi}\arctan K\xi .$$

The slope variance grows linearly with $K$ and the crossing rate as $\sqrt K$. With $K=\pi/\Delta$, Rice's formula has the leading form (2). At $\Delta=1$ nm it gives 99.9 per µm, against 99.8 from sampling.

More generally, if $R(0)-R(y)\propto|y|^\alpha$ near zero with $\alpha<2$, the same limit diverges. A larger $\alpha$ slows the divergence but does not remove it as long as $\alpha<2$.

An infinite mean does not imply that crossings occur everywhere. The exponential Gaussian process is Markov: given the present displacement, the future does not depend on the past. Once the edge has reached zero, symmetry makes either sign equally likely at the end of the interval. A change of sign between the ends of a length $L$ thus has half the probability of at least one zero inside it. Equation (1) with $\Delta=L$ and $z=0$ gives the former as $\arccos(e^{-L/\xi})/\pi$, so

$$P(\text{at least one zero in }L)=\frac2\pi\arccos e^{-L/\xi}.$$

This is 0.20 for 1 nm and 0.76 for 20 nm. Four stretches of 1 nm in five contain no zero at all, while the mean number per stretch is infinite. The infinity comes from the remaining fifth, in which the conditional mean count is infinite.

## Two ways to a finite count

**Blur.** Suppose the process smooths the edge along $y$ with a normalized Gaussian of standard deviation $s$. Treating this as a linear filter on the displacement is an assumption, suited to small displacements. The filter multiplies amplitudes by $e^{-k^2s^2/2}$ and the spectrum by $e^{-k^2s^2}$. With $q=k\xi$ and $a=s/\xi$,

$$m_0=\sigma^2I(a),\qquad I(a)=\frac1\pi\int_{-\infty}^{\infty}\frac{e^{-a^2q^2}}{1+q^2}\,dq .$$

To evaluate $I$, define $J(b)=\frac1\pi\int e^{-b(1+q^2)}/(1+q^2)\,dq$, so that $I(a)=e^{a^2}J(a^2)$. Differentiation cancels the denominator: $J'(b)=-e^{-b}/\sqrt{\pi b}$. Since $J(\infty)=0$, substituting $t=v^2$ gives

$$J(a^2)=\int_{a^2}^{\infty}\frac{e^{-t}}{\sqrt{\pi t}}dt=\frac{2}{\sqrt\pi}\int_a^\infty e^{-v^2}dv=\operatorname{erfc}a .$$

For $m_2$, use $q^2/(1+q^2)=1-1/(1+q^2)$ and $\int e^{-a^2q^2}dq=\sqrt\pi/a$:

$$m_0=\sigma^2e^{a^2}\operatorname{erfc}a,\qquad m_2=\frac{\sigma^2}{\xi^2}\left[\frac{1}{a\sqrt\pi}-e^{a^2}\operatorname{erfc}a\right].$$

Now Rice's formula gives a finite rate. For $s\ll\xi$ the first term of $m_2$ dominates, $m_0\approx\sigma^2$, and $\nu\approx(\pi^{1/2}s\xi)^{-1/2}/\pi$ at the mean level. The rate is set by the geometric mean of blur and correlation length, and it diverges again as the blur vanishes.

For $s=3$ nm, $a=0.15$. The rms displacement is 1.107 nm and the rms slope 0.1024, so $\nu=0.1024/(1.107\pi)=0.0294$ per nm, or 29.4 per µm. The simulated edge, after the same blur, gave 29.1. Sampling at 1 nm now gives 29.4 as well, because this pitch resolves the blurred edge.

**Hysteresis.** One can instead ignore small reversals. Count an event when the edge reaches $b\sigma$, and count no further event until it has returned to $a\sigma<b\sigma$, where $a$ now denotes a level. Measure $x$ in units of $\sigma$. Over a short step $dy$ the conditional mean of the next value is $xe^{-dy/\xi}$ and its variance is $1-e^{-2dy/\xi}$. The mean change is thus $-x\,dy/\xi$ and the mean square change $2\,dy/\xi$, to first order.

Let $T(x)$ be the mean length needed to reach $b$ from $x<b$. Equating $T(x)$ to $dy$ plus the mean of $T$ after the step, and expanding to first order in $dy$, gives

$$T''-xT'=-\xi,\qquad\text{or}\qquad\left(e^{-x^2/2}T'\right)'=-\xi e^{-x^2/2}.$$

From far below, the drift brings the edge back in a length that grows only logarithmically with $|x|$. This excludes the homogeneous solution $T'\propto e^{x^2/2}$. Integrating from $-\infty$, and then from $a$ to $b$ with $T(b)=0$,

$$T_{a\to b}=\xi\int_a^b e^{x^2/2}\int_{-\infty}^xe^{-t^2/2}\,dt\,dx .$$

By reflection, the return from $b$ to $a$ has the same form with the inner integral from $x$ to $\infty$. The two inner integrals add to $\sqrt{2\pi}$. A full cycle therefore has mean length $\xi\sqrt{2\pi}\int_a^be^{x^2/2}dx$, and the event rate is its inverse:

$$N_{ab}=\left[\xi\sqrt{2\pi}\int_a^be^{x^2/2}dx\right]^{-1}.\tag{4}$$

This is finite without blur. If the gap $b-a$ closes at level $z$, it becomes $e^{-z^2/2}/[\xi\sqrt{2\pi}(b-a)]$ and diverges, as it must.

Take events that start from the mean and reach 2.4 nm, so $a=0$ and $b=2$. The integral is 4.73 and the rate 4.22 per µm. Sampling can only lose events, by missing peaks or returns between samples. The simulated unblurred edge gave 2.16, 3.02 and 3.56 per µm at 4, 1 and 0.25 nm. The shortfalls are 2.06, 1.20 and 0.66, so each of these two fourfold refinements reduces them by somewhat less than a factor of two.

Hysteresis thus removes the divergence but not the sensitivity to short lengths. With the 2.4 nm limit and the 0.25 nm pitch held fixed, the 3 nm blur lowers the simulated event rate from 3.56 to 1.21 per µm, the latter with a statistical scatter of a few hundredths. Part of this fall comes from the smaller rms displacement, which puts the fixed limit further out in the distribution; the larger part comes from the loss of short-scale structure. Rice's formula for the blurred edge gives 2.81 crossings of the limit per µm, or 1.40 upward ones. This exceeds 1.21 because several upward crossings may belong to one event.

## Reading the numbers for a real resist

The parameters are rough typical values for lines in chemically amplified extreme-ultraviolet resist: $3\sigma$ of a few nanometres, a correlation length of some tens of nanometres and a blur of a few nanometres. The cusp itself is an idealization, and acid diffusion can smooth the shortest scales. In this model a 3 nm blur changes an unbounded rate into about 29 per µm. Molecules or grains of finite size may add roughness of their own after the blur, which the model leaves out. Here $\sigma$ and $\xi$ describe the edge before blur. If they were fitted to an already blurred edge, applying the blur again would count it twice.

Microscope noise can matter more than the blur. Independent noise of 0.4 nm rms per sample, at 1 nm pitch, raises the count on the blurred edge from 29.4 to 157 per µm. Most of the apparent crossings would then come from the measurement. A beam footprint of 1 nm standard deviation along the edge, by contrast, lowers the Rice rate only to 28.6.

The correlation shape is also uncertain. Replacing the exponent $|y|/\xi$ by $(|y|/\xi)^{1.4}$, which corresponds to a roughness exponent of 0.7, changes the unblurred count at 1 nm pitch from 99.8 to 55 per µm. That value still diverges as the pitch shrinks. Subtracting the mean of a 2000 nm line removes about 2% of the variance.

The divergence itself requires a jointly Gaussian process; an exponential correlation and a Gaussian height histogram are not enough. Take an edge that stays constant between points scattered at random with mean spacing $\xi$ and draws a new Gaussian height at each point. Its covariance is $\sigma^2$ times the probability of no jump within $y$, which is again $\sigma^2e^{-|y|/\xi}$. Half of the jumps change side, so it crosses its mean only $1/(2\xi)$ times per unit length, or 25 per µm. A fitted correlation alone therefore does not fix the crossing rate. For an edge obtained by distorting a Gaussian process monotonically, a mild skewness of the heights matters chiefly for large excursions. As an example, let the edge be a monotonic distortion of the Gaussian one, with heights that follow a shifted gamma distribution of the same mean and variance and skewness 0.3 towards the limit. Its crossings of 2.4 nm are then the Gaussian edge's crossings of the level with the same probability of being exceeded. At 1 nm pitch they increase by a factor of 1.27.

A measured crossing rate should therefore be reported together with the pitch, the noise, the beam footprint and any hysteresis levels. Two rates measured under different conditions can differ even when the resist is the same. A difference in pitch alone matters little once both pitches resolve the blur and the noise is negligible: for the blurred edge above, sampling at 1 nm already gives the continuous rate to three digits. The numerical output below lists the values for each setting.

## Computed values

```
rms edge displacement sigma: 1.2 nm
correlation length xi: 20 nm
along-edge blur (std): 3 nm
excursion limit: 2.4 nm
excursion limit / sigma: 2
misused rate 1/(pi xi): 15.92 per um
-- pitch 4.0 nm
neighbour correlation: 0.81873
rms finite-difference slope: 0.1806 nm/nm
zero crossings, formula: 48.67 per um
zero crossings, simulated: 48.45 per um
Rice with cutoff pi/pitch: 48.85 per um
smooth-covariance crossings: 15.86 per um
limit crossings, both directions: 6.184 per um
hysteresis events, simulated: 2.16 per um
-- pitch 1.0 nm
neighbour correlation: 0.95123
rms finite-difference slope: 0.3748 nm/nm
zero crossings, formula: 99.82 per um
zero crossings, simulated: 99.5 per um
Rice with cutoff pi/pitch: 99.91 per um
smooth-covariance crossings: 15.91 per um
limit crossings, both directions: 13.29 per um
hysteresis events, simulated: 3.02 per um
-- pitch 0.25 nm
neighbour correlation: 0.98758
rms finite-difference slope: 0.7566 nm/nm
zero crossings, formula: 200.9 per um
zero crossings, simulated: 200.1 per um
Rice with cutoff pi/pitch: 200.9 per um
smooth-covariance crossings: 15.92 per um
limit crossings, both directions: 27.08 per um
hysteresis events, simulated: 3.56 per um
-- continuous edge
hysteresis events 0 to limit: 4.218 per um
probability of a zero in 1 nm: 0.1996
probability of a zero in 20 nm: 0.7602
-- blurred edge
rms displacement after blur: 1.107 nm
rms slope after blur: 0.1024 nm/nm
zero crossings, Rice: 29.43 per um
zero crossings, simulated: 29.1 per um
zero crossings, 1 nm pitch: 29.36 per um
limit crossings, both directions, Rice: 2.806 per um
hysteresis events, simulated: 1.21 per um
-- neglected effects
assumed microscope noise per sample: 0.4 nm
blurred edge + noise, 1 nm pitch: 157 per um
assumed beam footprint (std): 1 nm
blurred edge + beam, Rice: 28.6 per um
assumed roughness exponent: 0.7
unblurred, that exponent, 1 nm pitch: 55.15 per um
assumed line length: 2000 nm
variance lost by removing line mean: 1.98 %
assumed skewness: 0.3
factor on limit crossings, 1 nm pitch: 1.27
```
